# Image charges for one interface charge between silicon and a gated oxide: verification in Python

```python
"""
Result under test: potential change at the silicon/oxide interface caused by
one point charge e on that interface, with an ideal metal gate on the oxide:
  phi(r) = A [1/r - (1-beta) sum_{n>=1} beta^(n-1)/sqrt(r^2+(2 n t)^2)]
  A = e/(2 pi eps0 (eps_s+eps_ox)), beta = (eps_s-eps_ox)/(eps_s+eps_ox)
r: lateral distance; t: oxide thickness; eps_s, eps_ox: relative permittivities.
Silicon fills z<0, oxide 0<z<t, and the gate is at z=t. Mobile carriers are
left out. W is the depletion width, used to estimate the half-space error.
Lengths are in nm and potentials in V unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import j0, zeta

EPS_S, EPS_OX, T_OX = 11.7, 3.9, 5.0
TEMPERATURE = 300.0
W_DEP = 100.0
ACCEPTORS_CM3 = 1e17
C = const.e / (2 * np.pi * const.epsilon_0) * 1e9   # V nm
S = EPS_S + EPS_OX
BETA = (EPS_S - EPS_OX) / S
A = C / S


def silicon_side(r, z=0.0, eps_ox=EPS_OX, count=80):
    """Image sum for z <= 0, with a chosen number of images."""
    r = np.asarray(r, dtype=float)
    total = EPS_S + eps_ox
    beta = (EPS_S - eps_ox) / total
    n = np.arange(1, count + 1)
    images = np.sum(beta ** (n - 1) / np.hypot(r[..., None], 2 * n * T_OX - z),
                    axis=-1)
    return C / total * (1 / np.hypot(r, z) - (1 - beta) * images)


def oxide_side(r, z, count=80):
    """Image sum for 0 <= z <= t."""
    r = np.asarray(r, dtype=float)[..., None]
    n = np.arange(count)
    pairs = (1 / np.hypot(r, z + 2 * n * T_OX)
             - 1 / np.hypot(r, 2 * (n + 1) * T_OX - z))
    return A * np.sum(BETA ** n * pairs, axis=-1)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(600)


def boundary_solution(r, eps_ox):
    """Hankel integral; amplitudes come from solving the boundary conditions."""
    k_max = 20 / T_OX
    k = np.append(0.5 * k_max * (NODES + 1), k_max)
    decay = np.exp(-k * T_OX)
    # unknowns: silicon exp(kz), oxide exp(-kz), oxide exp(k(z-t))
    matrix = np.zeros((k.size, 3, 3))
    matrix[:, 0, 0], matrix[:, 0, 1], matrix[:, 0, 2] = 1, -1, -decay
    matrix[:, 1, 1], matrix[:, 1, 2] = decay, 1
    matrix[:, 2, 0] = EPS_S * k
    matrix[:, 2, 1] = eps_ox * k
    matrix[:, 2, 2] = -eps_ox * k * decay
    source = np.zeros((k.size, 3, 1))
    source[:, 2, 0] = 1
    kernel = k * np.linalg.solve(matrix, source)[:, 0, 0]
    limit = kernel[-1]      # its integral with J0(kr) is limit/r
    rest = 0.5 * k_max * np.sum(WEIGHTS * (kernel[:-1] - limit) * j0(k[:-1] * r))
    return C * (limit / r + rest)


def stiffness(edge):
    diagonal = np.pad(edge, (0, 1)) + np.pad(edge, (1, 0))
    return diags([diagonal, -edge, -edge], [0, 1, -1], format="csr")


def finite_volume():
    """Axisymmetric Poisson equation on a stretched grid in a large box."""
    s = np.sinh(0.025 * np.arange(213))
    z = np.concatenate([-s[::-1], np.arange(1, 41) / 40])
    dz = np.diff(z)
    eps = np.where(z[1:] <= 0, EPS_S, EPS_OX)
    k_z = stiffness(eps / dz)[1:-1, 1:-1]
    half = 0.5 * eps * dz
    m_z = (np.pad(half, (0, 1)) + np.pad(half, (1, 0)))[1:-1]
    face = 0.5 * (s[1:] + s[:-1])
    k_r = stiffness(2 * np.pi * face / np.diff(s))[:-1, :-1]
    edges = np.concatenate([[0.0], face, [s[-1]]])
    area = (np.pi * np.diff(edges ** 2))[:-1]
    system = kron(k_z, diags(area)) + kron(diags(m_z), k_r)
    nr = s.size - 1
    row = s.size - 2        # interface row after removal of the bottom node
    charge = np.zeros(system.shape[0])
    charge[row * nr] = 1
    u = spsolve(system.tocsc(), charge, permc_spec="MMD_AT_PLUS_A")
    return s[:-1] * T_OX, 2 * np.pi * C / T_OX * u.reshape(-1, nr)[row]


def kernel_depleted(k, width):
    return 1 / (EPS_S / np.tanh(k * width) + EPS_OX / np.tanh(k * T_OX))


def depletion_shift(r, width):
    """Change of phi when a grounded plane at depth width replaces infinity."""
    def integrand(x):
        k = x / width
        open_kernel = 1 / (EPS_S + EPS_OX / np.tanh(k * T_OX))
        return j0(k * r) * (kernel_depleted(k, width) - open_kernel)
    return C / width * quad(integrand, 0, 20, epsabs=1e-16, epsrel=1e-9,
                            limit=200)[0]


# Direct solution of Poisson's equation
grid_r, grid_phi = finite_volume()
fv_rows = []
for target in (5.0, 10.0, 25.0):
    i = np.argmin(abs(grid_r - target))
    series = float(silicon_side(grid_r[i]))
    fv_rows.append((grid_r[i], 1e3 * grid_phi[i], 1e3 * series))
    # grid spacing and finite box limit the agreement
    assert abs(grid_phi[i] / series - 1) < 0.01

# Boundary-condition solution, also for an oxide with eps_ox > eps_s
for eps_test in (EPS_OX, 22.0):
    for r in (1.0, 5.0, 10.0, 50.0):
        direct = boundary_solution(r, eps_test)
        assert abs(direct / silicon_side(r, eps_ox=eps_test) - 1) < 1e-8

# Potential and normal displacement match away from the charge
step = 1e-3
for r in (2.0, 10.0, 40.0):
    assert abs(oxide_side(r, 0.0) / silicon_side(r) - 1) < 1e-10
    slope_s = (silicon_side(r, step) - silicon_side(r, -step)) / (2 * step)
    slope_o = (oxide_side(r, step) - oxide_side(r, -step)) / (2 * step)
    assert abs(EPS_S * slope_s / (EPS_OX * slope_o) - 1) < 1e-5

# Remainder bound
for count in range(1, 16):
    error = abs(silicon_side(10.0, count=count) - silicon_side(10.0))
    bound = A * BETA ** count / np.hypot(10.0, 2 * (count + 1) * T_OX)
    assert error <= bound

# Near and far limits
near_constant = (1 - BETA) * np.log(1 - BETA) / (2 * BETA * T_OX)
r_near = 1e-3 * T_OX
assert abs((silicon_side(r_near) / A - 1 / r_near) / near_constant - 1) < 1e-4


def far_law(r):
    return C * EPS_S * T_OX ** 2 / (EPS_OX ** 2 * r ** 3)


ratio_eps = EPS_S / EPS_OX
r_far = 300 * T_OX
next_term = 9 * (2 / 3 - ratio_eps ** 2) * (T_OX / r_far) ** 2
assert abs(silicon_side(r_far) / far_law(r_far) - 1 - next_term) < 1e-5

# Total gate charge and area integral; the cut-off radius leaves about 3e-4
u = np.linspace(np.log(1e-5 * T_OX), np.log(1e4 * T_OX), 4001)
r_log = np.exp(u)
gate_slope = (oxide_side(r_log, T_OX + step)
              - oxide_side(r_log, T_OX - step)) / (2 * step)
gate_charge = EPS_OX / C * simpson(gate_slope * r_log ** 2, x=u)
assert abs(gate_charge + 1) < 1e-3
area_integral = 2 * np.pi * simpson(silicon_side(r_log) * r_log ** 2, x=u)
sheet_value = const.e * T_OX * 1e9 / (const.epsilon_0 * EPS_OX)   # V nm^2
assert abs(area_integral / sheet_value - 1) < 1e-3

# Uniform sheet charge in the nonlinear depletion equation at fixed gate bias
eps_si = EPS_S * const.epsilon_0
c_ox = EPS_OX * const.epsilon_0 / (T_OX * 1e-9)
doping = ACCEPTORS_CM3 * 1e6
bending = const.e * doping * (W_DEP * 1e-9) ** 2 / (2 * eps_si)


def gate_voltage(psi, sheet):
    return psi + (np.sqrt(2 * eps_si * const.e * doping * psi) - sheet) / c_ox


bias = gate_voltage(bending, 0.0)
sheet = 1e-7    # C/m^2
psi_plus, psi_minus = [brentq(lambda p: gate_voltage(p, q) - bias, 0.1, 2.0,
                              xtol=1e-14) for q in (sheet, -sheet)]
response = (psi_plus - psi_minus) / (2 * sheet)
k_small = 1e-5      # 1/nm
uniform_kernel = kernel_depleted(k_small, W_DEP) / (k_small * 1e9 * const.epsilon_0)
assert abs(response / uniform_kernel - 1) < 1e-4

# Leading shift for a distant depletion edge
wide = 2000 * T_OX
leading = -C * EPS_S * T_OX ** 2 * zeta(3) / (2 * EPS_OX ** 2 * wide ** 3)
assert abs(depletion_shift(T_OX, wide) / leading - 1) < 0.01

# Worked example
thermal = const.k * TEMPERATURE / const.e
r_thermal = brentq(lambda r: float(silicon_side(r)) - thermal, 1.0, 50.0)
single_mirror = A * (1 / 10.0 - 1 / np.hypot(10.0, 2 * T_OX))
print(f"silicon relative permittivity: {EPS_S}")
print(f"oxide relative permittivity: {EPS_OX}")
print(f"oxide thickness t: {T_OX:.1f} nm")
print(f"beta: {BETA:.4f}")
print(f"prefactor A: {1e3 * A:.2f} mV nm")
for n in range(1, 5):
    print(f"image {n}: height {2 * n * T_OX:.0f} nm, "
          f"weight {-(1 - BETA) * BETA ** (n - 1):.4f}")
for count in (0, 1, 2, 3, 5, 10):
    print(f"phi(10 nm) with {count} images: "
          f"{1e3 * silicon_side(10.0, count=count):.4f} mV")
bound10 = A * BETA ** 10 / np.hypot(10.0, 22 * T_OX)
print(f"remainder bound after 10 images: {1e3 * bound10:.5f} mV")
for r in (1.0, 2.0, 5.0, 10.0, 20.0, 50.0):
    print(f"r = {r:.0f} nm: phi = {1e3 * silicon_side(r):.4f} mV, "
          f"without gate {1e3 * A / r:.4f} mV")
print(f"phi(10 nm), boundary-condition integral: "
      f"{1e3 * boundary_solution(10.0, EPS_OX):.4f} mV")
print(f"phi(10 nm), one full-strength mirror: {1e3 * single_mirror:.4f} mV")
for r, grid_value, series in fv_rows:
    print(f"finite volume at r = {r:.3f} nm: {grid_value:.4f} mV, "
          f"series {series:.4f} mV")
print(f"temperature: {TEMPERATURE:.0f} K; kT/e: {1e3 * thermal:.3f} mV")
print(f"radius where phi = kT/e: {r_thermal:.3f} nm")
print(f"near-limit constant A*c: {1e3 * A * near_constant:.3f} mV")
near_1 = A * (1 + near_constant)
print(f"near law at 1 nm: {1e3 * near_1:.4f} mV")
print(f"length eps_s t/eps_ox: {ratio_eps * T_OX:.1f} nm")
for r in (50.0, 500.0):
    print(f"half-space phi / far law at {r:.0f} nm: "
          f"{silicon_side(r) / far_law(r):.4f}")
print(f"gate charge inside r = 10000 t: {gate_charge:.5f} e")
print(f"area integral of phi inside r = 10000 t: {area_integral:.3f} V nm^2")
print(f"e t/(eps0 eps_ox): {sheet_value:.3f} V nm^2")
print(f"acceptor density: {ACCEPTORS_CM3:.1e} cm^-3")
print(f"depletion width W: {W_DEP:.0f} nm; band bending: {bending:.4f} V")
print(f"uniform response dpsi/dQ, depletion equation: {response:.3f} V m^2/C")
print(f"uniform response, kernel at small k: {uniform_kernel:.3f} V m^2/C")
for r in (10.0, 50.0):
    shift = depletion_shift(r, W_DEP)
    print(f"depletion-edge shift at {r:.0f} nm: {1e3 * shift:.5f} mV, "
          f"{100 * shift / silicon_side(r):.3f} % of phi")
print("no test failed")
```

Printed output:

```
silicon relative permittivity: 11.7
oxide relative permittivity: 3.9
oxide thickness t: 5.0 nm
beta: 0.5000
prefactor A: 184.61 mV nm
image 1: height 10 nm, weight -0.5000
image 2: height 20 nm, weight -0.2500
image 3: height 30 nm, weight -0.1250
image 4: height 40 nm, weight -0.0625
phi(10 nm) with 0 images: 18.4611 mV
phi(10 nm) with 1 images: 11.9341 mV
phi(10 nm) with 2 images: 9.8701 mV
phi(10 nm) with 3 images: 9.1404 mV
phi(10 nm) with 5 images: 8.7474 mV
phi(10 nm) with 10 images: 8.6648 mV
remainder bound after 10 images: 0.00163 mV
r = 1 nm: phi = 171.8638 mV, without gate 184.6108 mV
r = 2 nm: phi = 79.7021 mV, without gate 92.3054 mV
r = 5 nm: phi = 25.1828 mV, without gate 36.9222 mV
r = 10 nm: phi = 8.6633 mV, without gate 18.4611 mV
r = 20 nm: phi = 2.3843 mV, without gate 9.2305 mV
r = 50 nm: phi = 0.2995 mV, without gate 3.6922 mV
phi(10 nm), boundary-condition integral: 8.6633 mV
phi(10 nm), one full-strength mirror: 5.4071 mV
finite volume at r = 4.955 nm: 25.4971 mV, series 25.5017 mV
finite volume at r = 10.071 nm: 8.5572 mV, series 8.5594 mV
finite volume at r = 24.685 nm: 1.5370 mV, series 1.5377 mV
temperature: 300 K; kT/e: 25.852 mV
radius where phi = kT/e: 4.907 nm
near-limit constant A*c: -12.796 mV
near law at 1 nm: 171.8146 mV
length eps_s t/eps_ox: 15.0 nm
half-space phi / far law at 50 nm: 0.6760
half-space phi / far law at 500 nm: 0.9927
gate charge inside r = 10000 t: -0.99970 e
area integral of phi inside r = 10000 t: 23.192 V nm^2
e t/(eps0 eps_ox): 23.199 V nm^2
acceptor density: 1.0e+17 cm^-3
depletion width W: 100 nm; band bending: 0.7733 V
uniform response dpsi/dQ, depletion equation: 125.910 V m^2/C
uniform response, kernel at small k: 125.910 V m^2/C
depletion-edge shift at 10 nm: -0.02255 mV, -0.260 % of phi
depletion-edge shift at 50 nm: -0.01998 mV, -6.670 % of phi
no test failed
```
